**Valence offset of unstrained Ge and Si from band averages**

The program tests \(D_v=D_{av}+(\Delta_{Ge}-\Delta_{Si})/3\), where \(D_{av}\) is the Ge-minus-Si offset of the average valence energies, \(\Delta\) is the spin-orbit splitting, and \(D_v\) is the offset of the valence maxima. It diagonalizes the six-state spin-orbit matrix of each crystal and asserts that the levels, their degeneracies, the averages and the offset agree with the derived formulas. The output gives 0.7667 eV by both routes, with an error of up to 0.0083 eV from rounded inputs. For coherent (001) layers, the program asserts the closed level formulas against strained matrices and the normal strain against a numerical minimum of the elastic energy. With rough material constants, the offset becomes 0.88 eV for a Ge film on Si and 0.30 eV for a Si cap on Ge. For a 5 nm Ge layer, the confinement energy is 0.052 eV; a finite-difference solution is asserted to agree within 0.1 meV, and halving its mesh shifts it by 0.0028 meV. An assumed range of valence-edge shifts on warming to 300 K changes the offset by −0.05 to +0.08 eV.

## Program and output

```python
"""
Result under test: the offset between the valence maxima of unstrained Ge and Si is
    D_v = D_av + (Delta_Ge - Delta_Si)/3,
where D_av = E_av(Ge) - E_av(Si), E_av is the mean energy of the six p-like
valence states at the zone centre, and Delta is the spin-orbit splitting.
Electron energy is counted upward; a positive offset puts the Ge edge higher.
The program also sizes strain, confinement and temperature, which D_v leaves out.
Material parameters other than the three given energies are rough typical values.
Energies are in eV, lengths in nm, elastic constants in GPa.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

average_offset = 0.68
split = {"Si": 0.04, "Ge": 0.30}

# Angular momentum in the Cartesian p basis (x, y, z), times spin one half.
levi = np.zeros((3, 3, 3))
for i, j, k in itertools.permutations(range(3)):
    levi[i, j, k] = np.linalg.det(np.eye(3)[[i, j, k]])
orbital = [-1j * levi[k] for k in range(3)]
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
L_dot_S = sum(np.kron(orbital[k], pauli[k] / 2) for k in range(3))
J = [np.kron(orbital[k], np.eye(2)) + np.kron(np.eye(3), pauli[k] / 2)
     for k in range(3)]
J_squared = sum(component @ component for component in J)


def valence_levels(average, delta, orbital_shifts=(0.0, 0.0, 0.0)):
    """Six levels by diagonalization; the shifts act on p_x, p_y, p_z."""
    matrix = average * np.eye(6) + (2 * delta / 3) * L_dot_S
    matrix = matrix + np.kron(np.diag(orbital_shifts), np.eye(2))
    return np.linalg.eigvalsh(matrix)


def offset_formula(d_av, delta_si, delta_ge):
    return d_av + (delta_ge - delta_si) / 3


# Unstrained crystals, with the Si average as the zero of energy.
levels = {"Si": valence_levels(0.0, split["Si"]),
          "Ge": valence_levels(average_offset, split["Ge"])}
averages = {"Si": 0.0, "Ge": average_offset}
for name in ("Si", "Ge"):
    e = levels[name]
    assert np.allclose(e[2:], averages[name] + split[name] / 3, atol=1e-12)
    assert np.allclose(e[:2], averages[name] - 2 * split[name] / 3, atol=1e-12)
    assert abs(e.mean() - averages[name]) < 1e-12
ls_values, ls_vectors = np.linalg.eigh(L_dot_S)
j2_values = np.real(np.diag(ls_vectors.conj().T @ J_squared @ ls_vectors))
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5], atol=1e-12)
assert np.allclose(j2_values, [0.75] * 2 + [3.75] * 4, atol=1e-12)

offset = offset_formula(average_offset, split["Si"], split["Ge"])
offset_matrix = levels["Ge"].max() - levels["Si"].max()
assert abs(offset - offset_matrix) < 1e-12
assert round(offset, 2) == 0.77

# Effect of rounding each given energy to 0.01 eV: all corners, by diagonalization.
half_digit = 0.005
corners = []
for s1, s2, s3 in itertools.product((-1, 1), repeat=3):
    ge = valence_levels(average_offset + s1 * half_digit,
                        split["Ge"] + s2 * half_digit).max()
    si = valence_levels(0.0, split["Si"] + s3 * half_digit).max()
    corners.append(ge - si)
rounding_error = half_digit * (1 + 2 / 3)
assert abs(max(corners) - offset - rounding_error) < 1e-12
assert abs(offset - min(corners) - rounding_error) < 1e-12

# Coherent (001) strain, with rough typical parameters.
lattice = {"Si": 0.543, "Ge": 0.566}
c11 = {"Si": 166.0, "Ge": 130.0}
c12 = {"Si": 64.0, "Ge": 48.0}
a_v = {"Si": 2.5, "Ge": 1.2}
b_shear = {"Si": -2.3, "Ge": -2.5}


def strained_edge(name, substrate):
    par = lattice[substrate] / lattice[name] - 1
    perp = -2 * c12[name] / c11[name] * par

    def elastic_energy(p):
        return (c11[name] * (2 * par**2 + p**2) / 2
                + c12[name] * (par**2 + 2 * par * p))
    relaxed = minimize_scalar(elastic_energy, bracket=(-0.1, 0.1)).x
    assert abs(relaxed - perp) < 1e-6
    trace = 2 * par + perp
    average_shift = a_v[name] * trace
    shear = 2 * b_shear[name] * (perp - par)
    d = split[name]
    heavy = d / 3 - shear / 2
    mixed = -d / 6 + shear / 4 + np.sqrt(d**2 + d * shear + 9 * shear**2 / 4) / 2
    shifts = [3 * b_shear[name] * (strain - trace / 3)
              for strain in (par, par, perp)]
    e = valence_levels(averages[name] + average_shift, d, shifts)
    assert abs(e.mean() - averages[name] - average_shift) < 1e-12
    for level in (heavy, mixed):
        distance = np.abs(e - averages[name] - average_shift - level)
        assert np.sum(distance < 1e-10) == 2
    top = averages[name] + average_shift + max(heavy, mixed)
    assert abs(e.max() - top) < 1e-10
    return dict(par=par, perp=perp, av=average_shift, shear=shear,
                heavy=heavy, mixed=mixed, top=top)


ge_film = strained_edge("Ge", "Si")
si_cap = strained_edge("Si", "Ge")
offset_ge_film = ge_film["top"] - levels["Si"].max()
offset_si_cap = levels["Ge"].max() - si_cap["top"]
assert ge_film["heavy"] > ge_film["mixed"]
assert si_cap["mixed"] > si_cap["heavy"]
assert offset_si_cap < offset < offset_ge_film

# Hole confinement in a thin unstrained Ge layer between Si barriers.
width, mass_ratio = 5.0, 0.2
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18


def grid_ground(potential, step):
    diagonal = 2 * kinetic / step**2 + potential
    side = np.full(len(potential) - 1, -kinetic / step**2)
    return eigh_tridiagonal(diagonal, side, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def grid_finite_well(step):
    count = round(3 * width / step)
    x = (np.arange(count) + 0.5) * step - 1.5 * width
    return grid_ground(np.where(np.abs(x) > width / 2, offset, 0.0), step)


hard_wall = kinetic * (np.pi / width)**2
hard_grid = grid_ground(np.zeros(round(width / 0.01) - 1), 0.01)
assert abs(hard_wall - hard_grid) < 1e-5


def matching(energy):
    k = np.sqrt(energy / kinetic)
    kappa = np.sqrt((offset - energy) / kinetic)
    return k * np.sin(k * width / 2) - kappa * np.cos(k * width / 2)


finite_well = brentq(matching, 1e-8, hard_wall)
well_coarse, well_fine = grid_finite_well(0.02), grid_finite_well(0.01)
assert abs(well_fine - finite_well) < 1e-4
assert well_fine < hard_grid

# Warming to 300 K: each valence edge takes a share from 0 to 1 of the narrowing.
narrowing = {"Si": 0.05, "Ge": 0.08}
thermal = [f * narrowing["Ge"] - g * narrowing["Si"]
           for f in (0, 1) for g in (0, 1)]
strain_change = offset_si_cap - offset
assert abs(strain_change) > max(finite_well, max(np.abs(thermal)))


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Given average offset, Ge above Si", average_offset, digits=2)
show("Given spin-orbit splitting, Si", split["Si"], digits=2)
show("Given spin-orbit splitting, Ge", split["Ge"], digits=2)
for name in ("Si", "Ge"):
    show(f"{name} maximum above its own average", levels[name].max() - averages[name])
    show(f"{name} split-off level from its average", levels[name].min() - averages[name])
    show(f"{name} maximum, Si average as zero", levels[name].max())
show("Spin-orbit correction to the offset", offset - average_offset)
show("OFFSET OF UNSTRAINED MAXIMA, formula", offset)
show("Same offset, matrix diagonalization", offset_matrix)
print(f"Same offset in joules: {offset * const.e:.3e} J")
show("Largest error from rounded inputs", rounding_error)
show("Wrong: whole splitting difference added",
     average_offset + split["Ge"] - split["Si"])
show("Wrong: correction with reversed sign", 2 * average_offset - offset)
for name in ("Si", "Ge"):
    print(f"Rough {name} data: a = {lattice[name]} nm, C11 = {c11[name]:.0f} GPa, "
          f"C12 = {c12[name]:.0f} GPa, a_v = {a_v[name]} eV, b = {b_shear[name]} eV")
for title, case in (("Ge film on Si", ge_film), ("Si cap on Ge", si_cap)):
    show(f"{title}, in-plane strain", 100 * case["par"], "%", 2)
    show(f"{title}, normal strain", 100 * case["perp"], "%", 2)
    show(f"{title}, shift of average", case["av"], digits=3)
    show(f"{title}, shear energy s", case["shear"], digits=3)
    show(f"{title}, heavy-hole level from average", case["heavy"], digits=3)
    show(f"{title}, upper mixed level from average", case["mixed"], digits=3)
show("Offset, Ge film strained to Si", offset_ge_film, digits=2)
show("Offset, Si cap strained to Ge", offset_si_cap, digits=2)
show("Change from unstrained, Ge film", offset_ge_film - offset, digits=2)
show("Change from unstrained, Si cap", strain_change, digits=2)
show("Ge layer thickness for confinement", width, "nm", 1)
show("Rough hole mass", mass_ratio, "electron masses", 1)
show("Confinement energy, hard walls", hard_wall, digits=3)
show("Confinement energy, finite barriers", finite_well, digits=3)
show("Mesh-halving shift of finite well (0.02 to 0.01 nm)",
     1000 * (well_fine - well_coarse), "meV", 4)
show("Rough gap narrowing to 300 K, Si", narrowing["Si"], digits=2)
show("Rough gap narrowing to 300 K, Ge", narrowing["Ge"], digits=2)
show("Thermal change of offset, lowest", min(thermal), digits=2)
show("Thermal change of offset, highest", max(thermal), digits=2)
print("all tests passed")
```

Running it gives:

```
Given average offset, Ge above Si: 0.68 eV
Given spin-orbit splitting, Si: 0.04 eV
Given spin-orbit splitting, Ge: 0.30 eV
Si maximum above its own average: 0.0133 eV
Si split-off level from its average: -0.0267 eV
Si maximum, Si average as zero: 0.0133 eV
Ge maximum above its own average: 0.1000 eV
Ge split-off level from its average: -0.2000 eV
Ge maximum, Si average as zero: 0.7800 eV
Spin-orbit correction to the offset: 0.0867 eV
OFFSET OF UNSTRAINED MAXIMA, formula: 0.7667 eV
Same offset, matrix diagonalization: 0.7667 eV
Same offset in joules: 1.228e-19 J
Largest error from rounded inputs: 0.0083 eV
Wrong: whole splitting difference added: 0.9400 eV
Wrong: correction with reversed sign: 0.5933 eV
Rough Si data: a = 0.543 nm, C11 = 166 GPa, C12 = 64 GPa, a_v = 2.5 eV, b = -2.3 eV
Rough Ge data: a = 0.566 nm, C11 = 130 GPa, C12 = 48 GPa, a_v = 1.2 eV, b = -2.5 eV
Ge film on Si, in-plane strain: -4.06 %
Ge film on Si, normal strain: 3.00 %
Ge film on Si, shift of average: -0.062 eV
Ge film on Si, shear energy s: -0.353 eV
Ge film on Si, heavy-hole level from average: 0.277 eV
Ge film on Si, upper mixed level from average: 0.119 eV
Si cap on Ge, in-plane strain: 4.24 %
Si cap on Ge, normal strain: -3.27 %
Si cap on Ge, shift of average: 0.130 eV
Si cap on Ge, shear energy s: 0.345 eV
Si cap on Ge, heavy-hole level from average: -0.159 eV
Si cap on Ge, upper mixed level from average: 0.346 eV
Offset, Ge film strained to Si: 0.88 eV
Offset, Si cap strained to Ge: 0.30 eV
Change from unstrained, Ge film: 0.12 eV
Change from unstrained, Si cap: -0.46 eV
Ge layer thickness for confinement: 5.0 nm
Rough hole mass: 0.2 electron masses
Confinement energy, hard walls: 0.075 eV
Confinement energy, finite barriers: 0.052 eV
Mesh-halving shift of finite well (0.02 to 0.01 nm): 0.0028 meV
Rough gap narrowing to 300 K, Si: 0.05 eV
Rough gap narrowing to 300 K, Ge: 0.08 eV
Thermal change of offset, lowest: -0.05 eV
Thermal change of offset, highest: 0.08 eV
all tests passed
```
